# Spin-orbit lowering of atomic ground levels and atomization energies: verification in Python

```python
# Result under test: for a term (L,S) split to first order by spin-orbit coupling, the spin-free
# energy is the (2J+1)-weighted mean of the levels E_J, so the ground level is lowered by
# low = sum(2J+1)(E_J-E_ground)/sum(2J+1); for p^5 (F, Cl) low = zeta/2 = interval/3, and for a
# closed-shell molecule De = De(spin-free) - sum of atomic low.
# zeta: p-shell spin-orbit constant (Breit-Pauli), A: Lande constant, F2: Slater F^2/25.
# Hartree atomic units unless a label says otherwise.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, expm
from scipy.integrate import trapezoid, cumulative_trapezoid
from sympy.physics.wigner import gaunt
from pyscf import gto, scf, mp, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
ALPHA = sc.fine_structure
CM = sc.physical_constants['hartree-inverse meter relationship'][0] / 100
KCAL = sc.physical_constants['Hartree energy'][0] * sc.N_A / (1000 * sc.calorie)
print(f"alpha = {ALPHA:.8f}; 1 Eh = {CM:.2f} cm^-1 = {KCAL:.3f} kcal/mol")
print(f"1 cm^-1 = {KCAL/CM:.6e} kcal/mol")

def jmat(j):
    m = np.arange(j, -j - 1, -1.0)
    up = np.diag(np.sqrt(j*(j+1) - m[1:]*(m[1:]+1)), 1).astype(complex)
    return np.array([(up+up.T)/2, (up-up.T)/2j, np.diag(m).astype(complex)])
spin = jmat(0.5)

# Lande levels, degeneracies and closed forms against diagonalization of A L.S
for L, S in [(1, .5), (1, 1), (2, 1.5), (3, 1), (6, 1.5)]:
    LS = sum(np.kron(a, b) for a, b in zip(jmat(L), jmat(S)))
    for A in (0.7, -0.7):
        w = np.linalg.eigvalsh(A*LS)
        ref = sorted(A/2*(J*(J+1)-L*(L+1)-S*(S+1)) for J in np.arange(L-S, L+S+.5)
                     for _ in range(int(round(2*J+1))))
        assert np.allclose(w, ref, atol=1e-11)
        assert abs(w.mean()-w[0] - (A*S*(L+1) if A > 0 else -A*L*S)) < 1e-11

def halogen(sym, nc):
    prim = sorted({(b[0], p[0]) for b in gto.basis.load('cc-pvtz', sym) for p in b[1:] if b[0] <= 1})
    prim.append((1, 4*max(e for l, e in prim if l == 1)))
    bas = {sym: [[l, [e, 1.0]] for l, e in prim]}
    mol = gto.M(atom=f'{sym} 0 0 0', basis=bas, spin=1, verbose=0)
    mfa = scf.RHF(gto.M(atom=f'{sym} 0 0 0', basis=bas, charge=-1, verbose=0)).run()
    C, h, Sv = mfa.mo_coeff, mfa.get_hcore(), mfa.get_ovlp()
    n, f = nc+3, 5/6
    def G(D):
        j, k = mfa.get_jk(mfa.mol, D)
        return 2*j - k
    diis = lib.diis.DIIS(); diis.verbose = 0
    shell = np.array([0]*nc + [1]*3 + [2]*(mol.nao-n))
    for it in range(100):   # configuration-average Hartree-Fock
        Dc, Do = C[:, :nc]@C[:, :nc].T, C[:, nc:n]@C[:, nc:n].T
        Gc, Go = G(Dc), G(Do)
        Fc, Fo = C.T@(h+Gc+f*Go)@C, C.T@(h+Gc+(2/3)/f*Go)@C
        F = Fc.copy()
        F[nc:n, nc:] = Fo[nc:n, nc:]; F[nc:, nc:n] = Fo[nc:, nc:n]
        co = (Fc - f*Fo)/(1-f)
        F[:nc, nc:n] = co[:nc, nc:n]; F[nc:n, :nc] = co[nc:n, :nc]
        off = F*(shell[:, None] != shell[None, :])
        if abs(off).max() < 1e-6:
            break
        C = eigh(diis.update(Sv@C@F@C.T@Sv, Sv@C@off@C.T@Sv), Sv)[1]
    assert abs(off).max() < 1e-6
    E = np.sum(Dc*(2*h+Gc)) + 2*f*np.sum(Do*(h+Gc)) + 2/3*np.sum(Do*Go)
    uhf = scf.UHF(mol)
    def dets(Cx):
        da = Cx[:, :n]@Cx[:, :n].T
        return np.array([uhf.energy_tot(np.array([da, da-np.outer(Cx[:, p], Cx[:, p])]))
                         for p in range(nc, n)])
    assert np.allclose(dets(C), E, atol=1e-6)
    K = np.zeros((mol.nao, mol.nao))
    K[:n+4, :n+4] = np.random.default_rng(1).normal(size=(n+4, n+4))
    K = K - K.T; K /= np.linalg.norm(K)
    assert abs(dets(C@expm(1e-4*K)).mean() - dets(C@expm(-1e-4*K)).mean())/2e-4 < 1e-4
    Co, o = C[:, :n], slice(nc, n)
    Lp = -1j*np.einsum('yab,ai,bj->yij', mol.intor('int1e_cg_irxp', comp=3), Co[:, o], Co[:, o])
    comm = Lp[0]@Lp[1] - Lp[1]@Lp[0]
    Lp = Lp*np.sign(np.trace(-1j*comm@Lp[2]).real)    # handedness fixed by [Lx,Ly]=iLz
    assert np.allclose(comm, 1j*Lp[2], atol=1e-6)
    h1 = np.einsum('yab,ai,bj->yij', mol.intor('int1e_pnucxp', comp=3), Co, Co)
    T = mol.intor('int2e_p1vxp1', comp=3, aosym='s2kl')
    T = lib.unpack_tril(np.ascontiguousarray(T.reshape(-1, mol.nao*(mol.nao+1)//2)))
    T = T.reshape((3,) + (mol.nao,)*4)
    for _ in range(4):
        T = np.tensordot(T, Co, axes=(1, 0))
    proj = lambda m: np.einsum('yij,yji->', 1j*ALPHA**2/2*m[:, o, o], Lp).real/6
    sgn = np.sign(proj(h1))      # library sign convention fixed by Z<r^-3> > 0
    h1, T = sgn*h1, sgn*T
    vj = 2*np.einsum('yijkk->yij', T)
    vk = -1.5*(2*np.einsum('yijjl->yil', T) + 2*np.einsum('yijki->ykj', T))
    zn, zj, zk = proj(h1), proj(vj), proj(vk)
    zeta = zn + zj + zk
    assert np.allclose(1j*ALPHA**2/2*(h1+vj+vk)[:, o, o], zeta*Lp, atol=1e-5*zeta)
    # radial quadrature of the local parts
    t = np.linspace(np.log(1e-6), np.log(30.), 20001); r = np.exp(t)
    phi = mol.eval_gto('GTOval_sph', np.outer(r, [0, 0, 1.]))@Co
    wp = 4*np.pi*r**3*np.sum(phi[:, o]**2, 1)/3
    Nr = cumulative_trapezoid(8*np.pi*r**3*np.sum(phi**2, 1), t, initial=0)
    r3 = trapezoid(wp/r**3, t)
    assert abs(Nr[-1] - 2*n) < 1e-4
    assert abs(ALPHA**2/2*mol.atom_charge(0)*r3/zn - 1) < 1e-4
    assert abs(-ALPHA**2/2*trapezoid(wp*Nr/r**3, t)/zj - 1) < 1e-4
    # Slater-Condon matrix of the full operator over the six p^5 determinants
    c, I2, m = 1j*ALPHA**2/2, np.eye(2), 2*n
    X = (np.einsum('ypqrs,yab,cd->paqbrcsd', T, spin, I2, optimize=True)
         + 2*np.einsum('ypqrs,ab,ycd->paqbrcsd', T, I2, spin, optimize=True)).reshape(m, m, m, m)
    V = c*(X + X.transpose(2, 3, 0, 1))
    hs = c*np.einsum('ypq,yab->paqb', h1, spin).reshape(m, m)
    H = np.zeros((6, 6), complex)
    for a, p in enumerate(range(2*nc, m)):
        for b, q in enumerate(range(2*nc, m)):
            oc = [j for j in range(m) if j not in (p, q)]
            if p == q:
                H[a, b] = sum(hs[i, i] + .5*sum(V[i, i, j, j]-V[i, j, j, i] for j in oc) for i in oc)
            else:
                H[a, b] = -(hs[q, p] + sum(V[q, p, j, j]-V[q, j, j, p] for j in oc))
    assert np.allclose(H, H.conj().T, atol=1e-10)
    w = np.linalg.eigvalsh(H)
    assert np.allclose(w, [-zeta/2]*4 + [zeta]*2, atol=1e-5*zeta) and zeta > 0
    gap, low = w[-1]-w[0], -w[0]
    assert abs(low - gap/3) < 1e-5*zeta
    print(f"{sym}: E(avg HF) = {E:.5f} Eh, <r^-3> = {r3:.4f} bohr^-3, tight p exponent = {prim[-1][1]:.1f} bohr^-2")
    print(f"{sym}: zeta nuc, J, K = {zn*1e3:.4f}, {zj*1e3:.4f}, {zk*1e3:.4f} mEh; zeta = {zeta*1e3:.4f} mEh")
    print(f"{sym}: levels J=3/2, 1/2 = {w[0]*1e3:.4f}, {w[-1]*1e3:.4f} mEh; interval = {gap*1e3:.4f} mEh = {gap*CM:.1f} cm^-1")
    print(f"{sym}: computed lowering = {low*1e3:.4f} mEh = {low*KCAL:.3f} kcal/mol")
    return gap, low

rough = {'F': 400., 'Cl': 880.}     # rough measured intervals, cm^-1 (inputs)
posed = {'F': 0.39, 'Cl': 0.84}     # values quoted in the exercise, kcal/mol (inputs)
low_calc, low_rough = {'H': 0.}, {'H': 0.}
for sym, nc in (('F', 2), ('Cl', 6)):
    gap, low_calc[sym] = halogen(sym, nc)
    low_rough[sym] = (4*0 + 2*rough[sym])/6/CM
    assert abs(gap*CM/rough[sym] - 1) < 0.15   # uncorrelated nonrelativistic orbitals
    lo, hi = (3*(posed[sym]+d)*CM/KCAL for d in (-.005, .005))
    print(f"{sym}: rough interval {rough[sym]:.0f} cm^-1 -> lowering {low_rough[sym]*CM:.1f} cm^-1 = {low_rough[sym]*KCAL:.3f} kcal/mol")
    print(f"{sym}: posed {posed[sym]} kcal/mol needs interval {lo:.1f} to {hi:.1f} cm^-1; computed/rough = {gap*CM/rough[sym]:.3f}")

# frozen-core MP2/cc-pVTZ atomization energies
core = {'H': 0, 'F': 1, 'Cl': 5}
Eat = {}
for a in core:
    mf = scf.UHF(gto.M(atom=f'{a} 0 0 0', basis='cc-pvtz', spin=1, verbose=0)).run()
    assert mf.converged
    Eat[a] = mf.e_tot + (0 if a == 'H' else mp.UMP2(mf, frozen=core[a]).kernel()[0])
    print(f"E({a}) MP2/cc-pVTZ = {Eat[a]:.6f} Eh")
step = 0.05
for a, b, R0 in (('H', 'F', 1.7), ('H', 'Cl', 2.4), ('Cl', 'F', 3.1)):
    e, dm = [], None
    for R in (R0-step, R0+step, R0):
        mf = scf.RHF(gto.M(atom=f'{a} 0 0 0; {b} 0 0 {R}', unit='bohr', basis='cc-pvtz', verbose=0))
        mf.kernel(dm0=dm); dm = mf.make_rdm1()
        assert mf.converged
        e.append(mf.e_tot + mp.MP2(mf, frozen=core[a]+core[b]).kernel()[0])
    if b == 'Cl':
        hcl = mf
    g, k = (e[1]-e[0])/(2*step), (e[0]+e[1]-2*e[2])/step**2
    assert k > 0 and abs(g/k) < step
    Em = e[2] - g*g/(2*k); De = Eat[a] + Eat[b] - Em
    sc_, sr = low_calc[a]+low_calc[b], low_rough[a]+low_rough[b]
    print(f"{a}{b}: scan {R0}+-{step} bohr, Re = {R0-g/k:.3f} bohr, E = {Em:.6f} Eh")
    print(f"{a}{b}: De spin-free = {De:.5f} Eh = {De*KCAL:.2f} kcal/mol")
    print(f"{a}{b}: computed SO -{sc_*KCAL:.3f} -> De = {(De-sc_)*KCAL:.2f} kcal/mol ({100*sc_/De:.2f} %)")
    print(f"{a}{b}: rough SO -{sr*KCAL:.3f} -> De = {(De-sr)*KCAL:.2f} kcal/mol ({100*sr/De:.2f} %)")

# order of the shift in lambda: closed shell against one electron removed
hm = np.einsum('yab,ai,bj->yij', hcl.mol.intor('int1e_pnucxp', comp=3), hcl.mo_coeff, hcl.mo_coeff)
Hso = 1j*ALPHA**2/2*sum(np.kron(hm[k], spin[k]) for k in range(3))
eps = np.repeat(hcl.mo_energy, 2)
shift = lambda lam, N: np.sum(np.linalg.eigvalsh(np.diag(eps)+lam*Hso)[:N] - eps[:N])
Ne = hcl.mol.nelectron
rc, ro = (shift(.04, N)/shift(.02, N) for N in (Ne, Ne-1))
assert abs(rc-4) < 0.05 and abs(ro-2) < 0.05
print(f"HCl shift(lambda=0.04)/shift(0.02): closed shell {rc:.3f}, one electron removed {ro:.3f}")

# p^4 model by full diagonalization
ms = [1, 0, -1]
ann = []
for i in range(6):
    op = np.eye(1)
    for j in range(6):
        op = np.kron(op, np.diag([1., -1.]) if j < i else np.array([[0., 1.], [0., 0.]]) if j == i else np.eye(2))
    ann.append(op)
c2 = {(x, y): np.sqrt(4*np.pi/5)*(-1.)**x*float(gaunt(1, 2, 1, -x, x-y, y)) for x in ms for y in ms}
Hc = np.zeros((64, 64))
for p, q, r_, s in itertools.product(range(6), repeat=4):
    mp_, mq, mr, mt = (ms[i//2] for i in (p, q, r_, s))
    if p % 2 == r_ % 2 and q % 2 == s % 2 and mp_+mq == mr+mt:
        Hc += .5*25*c2[mp_, mr]*c2[mt, mq]*ann[p].T@ann[q].T@ann[s]@ann[r_]
ls = sum(np.kron(x, y) for x, y in zip(jmat(1), spin))
Hl = sum(ls[p, q]*ann[p].T@ann[q] for p in range(6) for q in range(6))
sel = [i for i in range(64) if bin(i).count('1') == 4]
Hc, Hl, F2 = Hc[np.ix_(sel, sel)], Hl[np.ix_(sel, sel)], 0.01
w0, U0 = np.linalg.eigh(F2*Hc)
assert np.allclose(w0-w0[0], F2*np.array([0]*9 + [6]*5 + [15]), atol=1e-12)
M = U0.conj().T@Hl@U0
assert np.allclose(np.linalg.eigvalsh(M[:9, :9]), [-.5]*5 + [.5]*3 + [1], atol=1e-10)
assert abs(np.sum(abs(M[:9, 9:14])**2) - 5/2) < 1e-10 and abs(np.sum(abs(M[:9, 14])**2) - 2) < 1e-10
print(f"p4 model: F2 = {F2} Eh; 1D, 1S above 3P = {w0[9]-w0[0]:.3f}, {w0[14]-w0[0]:.3f} Eh")
for z in (0.001, 0.02):
    w = np.linalg.eigvalsh(F2*Hc + z*Hl)[:9] - w0[0]
    pred = -11/180*z*z/F2
    if z < 0.005:
        assert abs(w.mean()/pred - 1) < 0.03    # third order is about zeta/(12 F2)
    lev = sorted({round(x*1e3, 4) for x in w})
    print(f"p4 zeta = {z} Eh: 3P levels vs spin-free = {[float(x) for x in lev]} mEh")
    print(f"  mean shift exact {w.mean()*1e3:.5f}, second order {pred*1e3:.5f} mEh")
    print(f"  true lowering {-w[0]*1e3:.4f}, weighted recipe {(w.mean()-w[0])*1e3:.4f}, zeta/2 {z*500:.4f} mEh")
print("all good")
```

Output:

```
alpha = 0.00729735; 1 Eh = 219474.63 cm^-1 = 627.509 kcal/mol
1 cm^-1 = 2.859144e-03 kcal/mol
F: E(avg HF) = -99.40145 Eh, <r^-3> = 7.5074 bohr^-3, tight p exponent = 175.5 bohr^-2
F: zeta nuc, J, K = 1.7990, -0.3966, -0.1885 mEh; zeta = 1.2139 mEh
F: levels J=3/2, 1/2 = -0.6069, 1.2139 mEh; interval = 1.8208 mEh = 399.6 cm^-1
F: computed lowering = 0.6069 mEh = 0.381 kcal/mol
F: rough interval 400 cm^-1 -> lowering 133.3 cm^-1 = 0.381 kcal/mol
F: posed 0.39 kcal/mol needs interval 404.0 to 414.5 cm^-1; computed/rough = 0.999
Cl: E(avg HF) = -459.47896 Eh, <r^-3> = 6.7667 bohr^-3, tight p exponent = 2653.2 bohr^-2
Cl: zeta nuc, J, K = 3.0629, -0.3986, -0.1643 mEh; zeta = 2.5000 mEh
Cl: levels J=3/2, 1/2 = -1.2500, 2.5000 mEh; interval = 3.7500 mEh = 823.0 cm^-1
Cl: computed lowering = 1.2500 mEh = 0.784 kcal/mol
Cl: rough interval 880 cm^-1 -> lowering 293.3 cm^-1 = 0.839 kcal/mol
Cl: posed 0.84 kcal/mol needs interval 876.1 to 886.6 cm^-1; computed/rough = 0.935
E(H) MP2/cc-pVTZ = -0.499810 Eh
E(F) MP2/cc-pVTZ = -99.605360 Eh
E(Cl) MP2/cc-pVTZ = -459.643363 Eh
HF: scan 1.7+-0.05 bohr, Re = 1.734 bohr, E = -100.329806 Eh
HF: De spin-free = 0.22464 Eh = 140.96 kcal/mol
HF: computed SO -0.381 -> De = 140.58 kcal/mol (0.27 %)
HF: rough SO -0.381 -> De = 140.58 kcal/mol (0.27 %)
HCl: scan 2.4+-0.05 bohr, Re = 2.407 bohr, E = -460.309452 Eh
HCl: De spin-free = 0.16628 Eh = 104.34 kcal/mol
HCl: computed SO -0.784 -> De = 103.56 kcal/mol (0.75 %)
HCl: rough SO -0.839 -> De = 103.50 kcal/mol (0.80 %)
ClF: scan 3.1+-0.05 bohr, Re = 3.092 bohr, E = -559.345864 Eh
ClF: De spin-free = 0.09714 Eh = 60.96 kcal/mol
ClF: computed SO -1.165 -> De = 59.79 kcal/mol (1.91 %)
ClF: rough SO -1.220 -> De = 59.74 kcal/mol (2.00 %)
HCl shift(lambda=0.04)/shift(0.02): closed shell 4.000, one electron removed 2.006
p4 model: F2 = 0.01 Eh; 1D, 1S above 3P = 0.060, 0.150 Eh
p4 zeta = 0.001 Eh: 3P levels vs spin-free = [-0.5083, 0.5, 0.9866] mEh
  mean shift exact -0.00608, second order -0.00611 mEh
  true lowering 0.5083, weighted recipe 0.5022, zeta/2 0.5000 mEh
p4 zeta = 0.02 Eh: 3P levels vs spin-free = [-12.7492, 10.0, 14.1128] mEh
  mean shift exact -2.18146, second order -2.44444 mEh
  true lowering 12.7492, weighted recipe 10.5677, zeta/2 10.0000 mEh
all good
```
